# Spurious RPA correlation energy of one electron and its removal

## The question

One spin-up electron is bound in a static potential $V_{\rm ext}(\mathbf r)$. Only two real, normalized, orthogonal orbitals are kept: $\varphi_0$, which is occupied, and $\varphi_1$, which is empty. Their energies differ by $\Delta=\varepsilon_1-\varepsilon_0>0$. A single electron repels nobody, so its exact Kohn–Sham potential is $V_{\rm ext}$ itself, and both orbitals are eigenfunctions of the bare Hamiltonian.

Gaussian units are used. The Coulomb repulsion is $v(\mathbf r,\mathbf r')=e^2/|\mathbf r-\mathbf r'|$, potentials are potential energies, and

$$P(\mathbf r)=\varphi_0(\mathbf r)\varphi_1(\mathbf r),\qquad K=\iint P(\mathbf r)\,v(\mathbf r,\mathbf r')\,P(\mathbf r')\,d^3r\,d^3r'.$$

A perturbation $\delta V(\mathbf r)e^{ut}$ with $u>0$, switched on from $t=-\infty$, changes the density by $\delta n(\mathbf r)e^{ut}$. The response function $\chi(\mathbf r,\mathbf r';iu)$ is defined by $\delta n=\chi\,\delta V$, where a product of two-point functions implies integration over the shared coordinate.

**(a)** Find $\chi$ for a system with real eigenstates, and specialize it to the two-level electron.

**(b)** Express the correlation energy through response functions.

**(c)** Find the response at coupling strength $\lambda$ in the random-phase approximation (RPA).

**(d)** Find the RPA correlation energy, its sign and its limits.

**(e)** Show that the exchange kernel of this system is $-v$ and that it removes the spurious energy. What remains if only part of this kernel is used?

**(f)** Evaluate the results for H$_2^+$ at 2 bohr in the STO-3G basis, then stretch the ion.

## Answer to (a): the response function

Let $\Psi_0$ be a nondegenerate ground state with its energy set to zero, and let $\Psi_m$ have energy $E_m>0$. Write $\hat n(\mathbf r)$ for the density operator, $\rho_m=\langle\Psi_0|\hat n|\Psi_m\rangle$ and $W_m=\int\rho_m\,\delta V\,d^3r$. To first order, the amplitude $c_m$ of $\Psi_m$ obeys

$$i\hbar\,\dot c_m=E_mc_m+W_me^{ut}.$$

Inserting $c_m=C_me^{ut}$ gives $(i\hbar u-E_m)C_m=W_m$, hence

$$C_m=-\frac{W_m}{E_m-i\hbar u},\qquad \mathrm{Re}\,C_m=-\frac{E_m}{E_m^2+\hbar^2u^2}\,W_m .$$

The first-order change of the ground-state amplitude is a phase and does not alter the density. Therefore $\delta n=\sum_m2\,\mathrm{Re}(C_m)\rho_m$, and

$$\chi(\mathbf r,\mathbf r';iu)=-\sum_{m\ne0}\frac{2E_m}{E_m^2+\hbar^2u^2}\,\rho_m(\mathbf r)\rho_m(\mathbf r'). \tag{1}$$

For the two-level electron there is one term, with $E_1=\Delta$ and $\rho_1=P$:

$$\chi_0=X_0\,P(\mathbf r)P(\mathbf r'),\qquad X_0=-\frac{2\Delta}{\Delta^2+\hbar^2u^2}. \tag{2}$$

The minus sign says that density moves away from where the potential energy is raised.

## Answer to (b): correlation energy from response

Take the Hamiltonians $H_\lambda=T+V_\lambda+\lambda V_{ee}$, $0\le\lambda\le1$. The one-body potential $V_\lambda$ is chosen to keep the ground-state density $n$ independent of $\lambda$. Thus $V_1=V_{\rm ext}$, and $V_0$ is the Kohn–Sham potential. The ground-state energy $E(\lambda)$ changes only through the explicit $\lambda$ dependence of $H_\lambda$ (Hellmann–Feynman theorem):

$$\frac{dE}{d\lambda}=\langle V_{ee}\rangle_\lambda+\int n\,\frac{dV_\lambda}{d\lambda}\,d^3r .$$

Integrate from 0 to 1 and use $E(0)=T_s+\int nV_0\,d^3r$, where $T_s$ is the Kohn–Sham kinetic energy:

$$E(1)=T_s+\int nV_{\rm ext}\,d^3r+\int_0^1\langle V_{ee}\rangle_\lambda\,d\lambda .$$

The Hartree and exchange energies together are $\langle V_{ee}\rangle_0$. The rest is correlation:

$$E_c=\int_0^1\big[\langle V_{ee}\rangle_\lambda-\langle V_{ee}\rangle_0\big]d\lambda. \tag{3}$$

Now $V_{ee}=\frac12\iint v\,[\hat n(\mathbf r)\hat n(\mathbf r')-\hat n(\mathbf r)\delta(\mathbf r-\mathbf r')]\,d^3r\,d^3r'$, where the second term removes self-repulsion. Inserting a complete set of states gives

$$\langle\hat n(\mathbf r)\hat n(\mathbf r')\rangle=n(\mathbf r)n(\mathbf r')+\sum_{m\neq0}\rho_m(\mathbf r)\rho_m(\mathbf r').$$

The density is the same at every $\lambda$, so only the sum survives in the difference (3). Since

$$\int_0^\infty\frac{2E}{E^2+\hbar^2u^2}\,du=\frac{\pi}{\hbar}\qquad(E>0),$$

equation (1) gives $\sum_m\rho_m\rho_m=-(\hbar/\pi)\int_0^\infty\chi\,du$. Hence

$$E_c=-\frac{\hbar}{2\pi}\int_0^1d\lambda\int_0^\infty du\;\mathrm{Tr}\big[v(\chi_\lambda-\chi_0)\big], \tag{4}$$

where $\mathrm{Tr}[v\chi]=\iint v(\mathbf r,\mathbf r')\chi(\mathbf r',\mathbf r)\,d^3r\,d^3r'$. With the true $\chi_\lambda$ this is an identity; an approximate $\chi_\lambda$ gives an approximate energy.

## Answer to (c): the RPA response

The Kohn–Sham electron responds through $\chi_0$ to the applied potential plus the induced Hartree and exchange-correlation potentials. With $f_\lambda$ the exchange-correlation kernel at coupling $\lambda$,

$$\delta n=\chi_0\big[\delta V+(\lambda v+f_\lambda)\delta n\big]
\;\Longrightarrow\;
\chi_\lambda=\chi_0+\chi_0(\lambda v+f_\lambda)\chi_\lambda. \tag{5}$$

The same $\chi_0$ appears at every $\lambda$ because the density, and with it the Kohn–Sham system, is held fixed.

The RPA sets $f_\lambda=0$: the Hartree potential follows the moving density, while the exchange-correlation potential stays frozen at its ground-state value. Equation (5) is then solved by $\chi_\lambda=X_\lambda P(\mathbf r)P(\mathbf r')$. The two inner integrations produce $K$, so $X_\lambda=X_0+\lambda KX_0X_\lambda$. Dividing by $X_0X_\lambda$ gives

$$\frac1{X_\lambda}=\frac1{X_0}-\lambda K=-\frac{\Delta^2+\hbar^2u^2+2\lambda K\Delta}{2\Delta}.$$

Therefore

$$X_\lambda=-\frac{2\Delta}{\Omega_\lambda^2+\hbar^2u^2},\qquad \Omega_\lambda=\sqrt{\Delta^2+2\lambda K\Delta}. \tag{6}$$

The excitation energy rises from $\Delta$ to $\Omega_\lambda$, because $K$ is positive. In Fourier space, with $\tilde P(\mathbf k)=\int P\,e^{-i\mathbf k\cdot\mathbf r}d^3r$,

$$K=\frac{e^2}{2\pi^2}\int\frac{|\tilde P(\mathbf k)|^2}{k^2}\,d^3k>0 .$$

The electron is being repelled by its own displaced charge.

## Answer to (d): the spurious energy

The trace in (4) is $K(X_\lambda-X_0)$. The frequency integral needed is

$$\int_0^\infty\frac{2\Delta}{\Omega_\lambda^2+\hbar^2u^2}\,du=\frac{\pi\Delta}{\hbar\,\Omega_\lambda},$$

and at $\lambda=0$ it equals $\pi/\hbar$. Thus

$$E_c^{\rm RPA}=-\frac{\hbar K}{2\pi}\int_0^1\left(-\frac{\pi\Delta}{\hbar\Omega_\lambda}+\frac\pi\hbar\right)d\lambda
=\frac K2\int_0^1\left(\frac{\Delta}{\Omega_\lambda}-1\right)d\lambda. \tag{7}$$

Differentiating $\Omega_\lambda^2=\Delta^2+2\lambda K\Delta$ gives $d\Omega_\lambda/d\lambda=K\Delta/\Omega_\lambda$. The first term of (7) is therefore half a total derivative. With $\Omega=\Omega_1$,

$$\boxed{E_c^{\rm RPA}=\tfrac12(\Omega-\Delta-K),\qquad \Omega=\sqrt{\Delta^2+2K\Delta}} \tag{8}$$

Since $\Omega^2=(\Delta+K)^2-K^2$, we have $\Omega<\Delta+K$, so the energy is negative. Since also $\Omega>\Delta$, it lies above $-K/2$:

$$-\tfrac12K<E_c^{\rm RPA}<0 .$$

For $K\ll\Delta$, the expansion $\Omega=\Delta+K-K^2/(2\Delta)+\dots$ gives $E_c^{\rm RPA}\approx-K^2/(4\Delta)$. For $\Delta\to0$ at fixed $K$, $\Omega\to0$ and the energy tends to $-K/2$.

The true value is zero. For one electron $V_{ee}$ vanishes identically, so both expectation values in (3) are zero. All of (8) is self-interaction.

## Answer to (e): the kernel that removes it

Let the electron move under any time-dependent external potential. Its Schrödinger equation contains no interaction, so the Kohn–Sham equation reproduces its density when the Kohn–Sham potential equals the external one. The Hartree and exchange-correlation potentials must then cancel at each instant, up to a constant in space:

$$v_{xc}(\mathbf r,t)=-\int v(\mathbf r,\mathbf r')\,n(\mathbf r',t)\,d^3r'.$$

Its derivative with respect to the density is $-v$, without memory.

This kernel is pure exchange. For one electron $\langle V_{ee}\rangle_0=0$, so the exchange energy is minus the Hartree energy, $E_x[n]=-\frac12\iint n\,v\,n'$. Replace $n$ by $n+\delta n$ with $\int\delta n\,d^3r=0$. The second-order term is $-\frac12\iint\delta n\,v\,\delta n'$, and by definition it equals $\frac12\iint\delta n\,f_x\,\delta n'$. Hence

$$f_x(\mathbf r,\mathbf r')=-\frac{e^2}{|\mathbf r-\mathbf r'|}. \tag{9}$$

Because the electron number is fixed, a term $g(\mathbf r)+g(\mathbf r')$ could be added to $f_x$. It has no effect in (5): one part multiplies $\int\delta n\,d^3r=0$, and the other is a constant potential, to which $\chi_0$ does not respond because $\int P\,d^3r=0$.

At coupling $\lambda$ the interaction is $\lambda v$, so the kernel is $f_\lambda=\lambda f_x=-\lambda v$. Equation (5) becomes

$$\chi_\lambda=\chi_0+\chi_0(\lambda v-\lambda v)\chi_\lambda=\chi_0
\quad\Longrightarrow\quad E_c=0. \tag{10}$$

The integrand of (4) vanishes at every $\lambda$ and $u$. The two-level form of $\chi_0$ was not used in (10), so the cancellation holds for any number of levels.

It does require a single, fully spin-polarized electron. For two paired electrons in one orbital, each spin density is $n/2$ and exchange acts within each spin. Then $E_x=-2\cdot\frac12\iint\frac n2\,v\,\frac{n'}2=-\frac14\iint n\,v\,n'$, whose kernel is $-v/2$. Half of the Coulomb kernel survives, and such a pair does have a correlation energy.

**Part of the kernel.** Let $f_\lambda=-(1-s)\lambda v$ with $0<s\le1$. The Dyson equation now contains $sK$, while the trace in (4) still contains $K$. Equation (7) keeps its form with $\Omega_\lambda^2=\Delta^2+2s\lambda K\Delta$. Since $d\Omega_\lambda/d\lambda=sK\Delta/\Omega_\lambda$,

$$E_c(s)=\frac{\Omega_s-\Delta}{2s}-\frac K2,\qquad \Omega_s=\sqrt{\Delta^2+2sK\Delta}. \tag{11}$$

For small $s$, $\Omega_s-\Delta=sK-s^2K^2/(2\Delta)+\dots$, so $E_c(s)\approx-sK^2/(4\Delta)$. The error goes to zero linearly with the uncancelled fraction once $sK\ll\Delta$. When the gap is small this requires a very small $s$: for $\Delta\to0$ at fixed $s>0$, (11) still tends to $-K/2$. For the ion of part (f), $s=0.01$ leaves 1.4 percent of the RPA error at 2 bohr but 46 percent at 8 bohr.

## Answer to (f): the hydrogen molecular ion

STO-3G places one function on each proton, $a$ and $b$, with overlap $S$. Symmetry fixes the two orbitals:

$$\varphi_0=\frac{a+b}{\sqrt{2(1+S)}},\qquad \varphi_1=\frac{a-b}{\sqrt{2(1-S)}},\qquad P=\frac{a^2-b^2}{2\sqrt{1-S^2}}.$$

Let $(aa|bb)$ be the Coulomb repulsion between the densities $a^2$ and $b^2$. Since $(bb|bb)=(aa|aa)$,

$$K=\frac{(aa|aa)-(aa|bb)}{2(1-S^2)}=\frac{21.0781-12.5023}{2(1-0.46278^2)}\ \text{eV}=5.4565\ \text{eV}.$$

With the computed gap $\Delta=13.0002$ eV,

$$\Omega=\sqrt{13.0002^2+2(5.4565)(13.0002)}\ \text{eV}=17.6317\ \text{eV},$$

$$E_c^{\rm RPA}=\tfrac12(17.6317-13.0002-5.4565)\ \text{eV}=-0.4125\ \text{eV}=-0.01516\ \text{hartree}.$$

The weak-coupling estimate $-K^2/(4\Delta)=-0.573$ eV is too large in magnitude by 39 percent of the closed-form value, because $K/\Delta=0.42$ is not small. With half the exchange kernel, (11) gives $-0.238$ eV, so 58 percent of the error remains.

The numerical check also follows the electron in time. With Hartree feedback alone, the computed responses inserted in (4) give $-0.4125$ eV. With Hartree and Fock exchange feedback they give $-3.5\times10^{-7}$ eV, which is zero within the numerical error.

**Stretching.** As the protons separate, $S\to0$ and $(aa|bb)\to e^2/R$, so $K\to\frac12[(aa|aa)-e^2/R]$. The two orbitals become degenerate, and the error approaches $-K/2$:

| $R$ (bohr) | $\Delta$ (eV) | $K$ (eV) | $E_c^{\rm RPA}$ (eV) |
|---|---|---|---|
| 2 | 13.0 | 5.46 | −0.41 |
| 4 | 2.43 | 7.21 | −1.62 |
| 8 | 0.036 | 8.84 | −4.04 |
| 16 | $1.4\times10^{-8}$ | 9.69 | −4.84 |

The limit at infinite separation is $-(aa|aa)/4=-5.27$ eV. Yet an isolated hydrogen atom in this basis has no empty orbital of the same spin, and so no RPA correlation energy. The RPA energy of the stretched ion therefore fails to become that of an atom plus a distant proton. The gaps at 8 and 16 bohr should not be taken literally: the STO-3G function is too compact at long range, for two reasons. It is fitted to a Slater function $e^{-\zeta r}$ with $\zeta=1.24$ per bohr instead of the atomic value 1, and it is a sum of Gaussians, which decay faster than an exponential. Slater functions with $\zeta=1.24$ give gaps of $0.048$ eV and $7.3\times10^{-6}$ eV, so the exponent causes most of the reduction at 8 bohr and the Gaussian tails most of it at 16 bohr. With exact hydrogen 1s functions in place of $a$ and $b$, the same two-level construction gives gaps of $0.095$ eV and $6.5\times10^{-5}$ eV at these distances.

**What the model leaves out.** At 2 bohr in the larger cc-pVTZ basis, with 27 empty levels, the RPA correlation energy is $-0.665$ eV ($-0.0244$ hartree). The minimal-basis result is 62 percent of this. The comparison changes the orbitals as well as the number of levels, and cc-pVTZ is itself a finite basis: cc-pVQZ and cc-pV5Z give $-0.696$ and $-0.705$ eV, and extrapolation suggests about $-0.72$ eV, of which the minimal-basis result is 58 percent. The two-level number thus gives the order of magnitude of the spurious energy, not its converged value, and it is not a bound. For the stretched ion the minimal basis gives the larger magnitude: cc-pVTZ yields $-1.29$, $-3.15$ and $-4.08$ eV at 4, 8 and 16 bohr, values that move by up to about $0.03$ eV in cc-pVQZ or aug-cc-pVTZ. The failure to dissociate persists in that basis, where the isolated atom has an RPA correlation energy of only $-0.49$ eV ($-0.55$ eV in cc-pV5Z, about $-0.57$ eV on extrapolation). The true correlation energy is zero in either basis.

## Calculated quantities

```
H2+, STO-3G, two levels, distance = 2.0 bohr
overlap S of atomic functions = 0.46278 (no unit)
(aa|aa) = 21.0781 eV
(aa|bb) = 12.5023 eV
lower orbital energy = -29.4616 eV
Hartree-Fock electronic energy = -29.4616 eV
gap = 13.0002 eV
K from orbital integrals = 5.4565 eV
K from Fourier quadrature = 5.4565 eV
RPA excitation energy Omega = 17.6317 eV
RPA correlation energy, closed form = -0.4125 eV
the same in hartree = -0.015159 hartree
second-order estimate -K^2/(4 gap) = -0.5726 eV
small-gap bound -K/2 = -2.7282 eV
Responses from time propagation, full coupling
hbar*u = 13.6057 eV
Hartree only: -0.052421 1/eV
RPA formula: -0.052421 1/eV
Hartree and exchange: -0.073423 1/eV
bare formula: -0.073423 1/eV
Correlation energies from time propagation
Hartree only: -0.4125 eV
Hartree and exchange: -3.5e-07 eV
Remaining kernel fraction s and correlation energy
s = 1.00: E_c = -0.41251 eV
s = 0.50: E_c = -0.23843 eV
s = 0.10: E_c = -0.05497 eV
s = 0.01: E_c = -0.00570 eV
Stretched ion, STO-3G
R = 2 bohr: gap = 1.300e+01 eV, K = 5.4565 eV, E_c = -0.4125 eV
R = 4 bohr: gap = 2.433e+00 eV, K = 7.2145 eV, E_c = -1.6212 eV
R = 8 bohr: gap = 3.552e-02 eV, K = 8.8383 eV, E_c = -4.0404 eV
R = 16 bohr: gap = 1.377e-08 eV, K = 9.6887 eV, E_c = -4.8441 eV
limit -(aa|aa)/4 at infinite R = -5.2695 eV
H2+, cc-pVTZ, distance = 2.0 bohr
number of empty levels = 27
RPA correlation energy = -0.6651 eV
the same in hartree = -0.024441 hartree
two-level share of this value = 62.0 percent
```
